Why a Periodic Supercell Gives No LO Frequency at Gamma

Q: I want the zone-centre LO frequency of a polar insulator. I displace one ion at a time in a supercell, collect the forces, and diagonalize the dynamical matrix at Gamma. In a cubic crystal with two ions per primitive cell I get three zero modes and one threefold optical level, with no splitting. Coulomb forces are long-ranged, so I take it that my cell is too small and that the LO mode will separate off in a larger one.

A: It will not. Your threefold level is the TO frequency, and a larger cell gives it again. What is missing is a macroscopic electric field, and your boundary conditions set that field to zero.

The electrostatic potential φ in your calculation repeats with every supercell vector L. Follow the field E = −∇φ along a straight line from r to r + L:

∫ E·dl = φ(r) − φ(r + L) = 0

Averaging over all starting points r in the cell gives L·⟨E⟩ = 0. This holds for three independent vectors L, so ⟨E⟩ = 0, whatever the size or shape of the cell. A Gamma mode is a superposition of your single-ion displacements, repeated in every primitive cell. Each of them has zero average field, and so has their sum.

Q: Why should an LO mode need an average field? At q = 0 every cell moves alike in both modes.

A: The LO frequency at the zone centre is a limit: q becomes small compared with the zone, but the wave still has crests and troughs. Take a wave exp(iq·r) and neglect retardation. I use Gaussian field equations, with charges in units of e, so that a force is e² × charge × field, where e² stands for e²/(4πε₀) = 14.40 eV Å.

Let w be the displacement of the cations relative to the anions, v the primitive volume, ±Z* the Born charges and ε∞ the dielectric constant with the ions held fixed. The polarization has an ionic part and an electronic response to the field, so

D = E + 4πP = ε∞E + 4πZ*w/v

There is no free charge, hence q·D = 0. There is no curl of E, hence E is parallel to q.

If w is perpendicular to q, then q·D = 0 reduces to ε∞ q·E = 0, and E = 0. If w is parallel to q, then D is also parallel to q, so q·D = 0 requires D = 0:

E = −4πZ*w/(vε∞)

This field does not depend on the length of q, so it survives as q → 0. It is absent from your calculation at q = 0.

Q: How does it change the frequency?

A: Let −Kw be the force on a cation at zero macroscopic field. The field adds e²Z*E, and the anion feels the opposite total force. Dividing each force by its mass and subtracting gives an equation for w with the reduced mass μ, where 1/μ = 1/m₊ + 1/m₋:

μω²w = Kw − e²Z*E

The transverse wave has E = 0. For the longitudinal wave, inserting the field turns the minus sign into a plus:

μω_TO² = K

μω_LO² = K + k, with k = 4πe²Z*²/(vε∞)

In a cubic crystal K is the same for all directions of w. At zero field the optical modes therefore form one threefold level at ω_TO, which is what you found.

Q: I would like to see this in a crystal where everything can be worked out.

A: Take a model rocksalt crystal with these round parameters:

nearest-neighbour distance 2 Å, so v = 16 Å³
charges ±Z with Z = 1
masses 10 u and 20 u, so μ = 6.667 u
anion polarizability α = 1 Å³, cation not polarizable
nearest-neighbour springs A = 5 eV/Å², unstretched at rest

The lattice constant is held fixed, and by symmetry no ion feels a force at its site. The model is harmonic, so the size of the displacement does not matter.

First the springs. For w along x, each cation has two neighbours along x, whose bonds change length by w. The other four bonds keep their length to first order. The spring force is −2Aw.

Next the electric force. Moving a charge Z by u adds a dipole Zu at its site. The ions at rest contribute no force linear in u: their field gradient at a cubic site is a multiple of the unit matrix, and its trace vanishes because none of their charge lies at that site. What remains is the field of the dipoles.

To find it, cut a sphere around the site. The dipoles inside it give sums such as Σ(3x² − r²)/r⁵, which vanish because x², y² and z² have equal sums in a cubic environment. The material outside gives the macroscopic field E minus the field of a uniformly polarized sphere. Such a sphere is two oppositely charged balls slightly shifted, with inner field −4πP/3. Hence

E_loc = E + 4πP/3

Now set E = 0. With p the induced dipole of an anion, P = (Zw + p)/v. Writing x = 4πα/(3v),

p = αE_loc = x(Zw + p), so p = xZw/(1 − x)

Zw + p = Zw/(1 − x), so Z* = Z/(1 − x)

The electric force on the cation is e²ZE_loc = e²Z²(4π/3v)w/(1 − x). It points along w and weakens the spring force:

K = 2A − e²Z²(4π/3v)/(1 − x)

Q: And ε∞?

A: Hold the ions fixed and apply a field E. Then p = α(E + 4πp/(3v)), so p = αE/(1 − x), and

ε∞ = 1 + 4πp/(vE) = 1 + 3x/(1 − x) = (1 + 2x)/(1 − x)

The same response confirms the force I used earlier. The local field at the cation is E + 4πp/(3v) = E/(1 − x), so the force is e²ZE/(1 − x) = e²Z*E.

The numbers are

x = 4π × 1/(3 × 16) = 0.2618
Z* = 1/0.7382 = 1.355
ε∞ = 1.5236/0.7382 = 2.064
K = 10 − 14.40 × 0.2618/0.7382 = 4.893 eV/Å²
k = 4π × 14.40 × 1.355²/(16 × 2.064) = 10.06 eV/Å²

With frequency √(K/μ)/(2π), the TO mode lies at 13.394 THz, or 446.8 cm⁻¹. The LO mode is higher by the factor √((4.893 + 10.055)/4.893) = 1.748, which gives 23.410 THz, or 780.9 cm⁻¹. The missing term is about twice as large as K, so this is no small correction.

Q: What does my supercell procedure give for this model?

A: Displace one ion, solve for all the induced dipoles, and divide the resulting forces by the displacement. The periodic dipole fields are computed by Ewald summation without its zero-wavevector term, which is the condition ⟨E⟩ = 0. For N × N × N primitive cells, the three optical modes at Gamma are

N = 1, 2 ions: 13.394 THz
N = 2, 16 ions: 13.394 THz
N = 3, 54 ions: 13.394 THz
N = 4, 128 ions: 13.394 THz

The lowest and highest of the three agree to the printed digits in every case. There is no drift towards 23.410 THz.

Q: That still puzzles me. In a larger cell the periodic images are farther away and disturb the forces less. Surely each force constant approaches its value in the infinite crystal?

A: In a cell that grows in all directions each one does, but their sum does not approach the LO value. In the infinite crystal that sum has no single value: dipole forces fall as 1/r³, so the sum depends on the shape of the region summed over. The mechanism is simplest in a long cell of N × 1 × 1 primitive cells. There the sideways images do not recede, and the force constants approach forces between whole planes rather than between single ions. Displacing one cation by u also displaces its images, and these fill a whole lattice plane. Let u be along the plane normal.

Averaged over planes parallel to this one, the normal component of D is uniform, because there is no free charge. Since ⟨E⟩ = 0, its value is D = 4π⟨P⟩. To find ⟨P⟩, note that displacing the whole cation sublattice is the sum of N such single displacements. They contribute equal dipoles, and at zero average field the total is NZ*u per supercell. Each therefore contributes Z*u, spread over the volume Nv:

D = 4πZ*u/(Nv)

Far from the displaced plane the crystal responds like undisturbed bulk, so E = D/ε∞. The lateral variations of the plane's field decay exponentially with distance and can be ignored there. A distant cation feels the force

F = e²Z*E = 4πe²Z*²u/(Nvε∞) = ku/N

The force constants from the supercell, read half a cell away from the displaced plane, give

N = 8: F/u = 1.2569 eV/Å², times N = 10.055 eV/Å²
N = 16: F/u = 0.6285 eV/Å², times N = 10.055 eV/Å²

Each force falls as 1/N, as you expected. But a Gamma mode displaces N planes, and N forces of size k/N add up to k.

Q: So that constant force is an artefact which removes the LO term?

A: At Gamma, yes. By linearity, the response in the supercell is the response at D = 0 plus the response to the uniform D found above. If all cations and anions move, the second part adds up to a force +kw on each cation. The first part alone is the longitudinal case, with force −(K + k)w. Together they give

−(K + k)w + kw = −Kw

The periodic cell thus turns the LO force constant into the TO one, and N has dropped out. In a cell that grows in all directions the pattern of forces is more complicated, but the result ⟨E⟩ = 0 did not depend on shape.

Q: Then a supercell knows nothing about the LO mode?

A: It does, away from Gamma. Let b₁ be the reciprocal vector along the plane normal. The wavevectors that fit the long cell are q = jb₁/N with integer j. For j not a multiple of N, the constant force is multiplied by

Σₙ exp(2πijn/N) = 0, with n running over the N cells

The artefact cancels, and the wave has its proper longitudinal field. At the smallest nonzero q, the LO mode and its distance below the limit of 23.410 THz are

N = 2: 20.086 THz, 3.324 THz below
N = 4: 22.186 THz, 1.224 THz below
N = 8: 23.094 THz, 0.316 THz below
N = 16: 23.330 THz, 0.079 THz below

At Gamma, all four cells still give 13.394 THz. Along this line, the D = 0 forces between planes decay exponentially, so ω² of the LO branch is a smooth function of q. It is also even in q, and its first correction is proportional to q², that is, to 1/N². The last two distances have the ratio 4.0, as this requires. The first two have the ratio 2.7, because N = 2 is too far from the limit.

You can use this law to extrapolate. If the error falls by a factor of four from N = 8 to N = 16, one third of the last change remains:

23.330 + (23.330 − 23.094)/3 = 23.409 THz

This is within 0.001 THz of the LO frequency, and no Gamma result was used.

Q: My phonon program draws a continuous curve between the wavevectors that fit the cell. Could I read the LO value from the curve just beside Gamma?

A: Not if it is a plain Fourier interpolation. That is a finite sum of smooth functions of q, so it must pass continuously into the Gamma result. At q = 0.01b₁, with each force constant given the phase of the nearest image of its cell (phases taken from ion-to-ion separations lower the two interpolated values by less than 0.01 THz), the top mode is

interpolated from N = 5: 13.453 THz
interpolated from N = 9: 13.578 THz
infinite crystal: 23.408 THz

The constant forces explain these values. For odd N and q = tb₁, the sum over the nearest cells multiplies k by

S = (1/N) Σ cos(2πnt), n from −(N − 1)/2 to (N − 1)/2

For small Nt, use cos y ≈ 1 − y²/2. The mean of n² over this range is (N² − 1)/12, so S ≈ 1 − π²t²(N² − 1)/6. The artefact now cancels only the part Sk of the LO term, leaving

μω² ≈ K + (1 − S)k

For N = 9 and t = 0.01, 1 − S = 0.0132, and the estimate is 13.57 THz. For N = 5 it is 13.45 THz. Both agree with the interpolated values to within 0.01 THz. The curve therefore has a false dip to the TO frequency, with a width of order b₁/N. A larger cell narrows the dip but leaves its bottom where it was.

Q: What should I do if I want the LO frequency at Gamma directly?

A: Calculate Z* and ε∞ separately, from the response to an electric field or an equivalent method, and put the missing field back. Let the unit vector n be the direction of approach to Gamma. In a cubic crystal with scalar Born charges Z*_κ, add to the force constant between direction a on sublattice κ and direction b on sublattice κ′

4πe²Z*_κ Z*_κ′ n_a n_b/(vε∞)

and then divide by √(m_κ m_κ′) as usual. In our crystal the Born charges are +Z* and −Z*. For displacements along n, the added term gives the cation a force −k(u₊ − u₋) = −kw, which is what was missing. For displacements perpendicular to n it gives nothing. The threefold level splits into two modes at 13.394 THz and one at 23.410 THz.

This is called the non-analytic term, because its value at Gamma depends on the direction n. Do not add it in full at a nonzero wavevector that fits the cell, since the longitudinal field is already present there. Along the line we studied, you can instead spread it as k/N over the N cells. It then repairs Gamma and cancels at the other fitting wavevectors.

Q: Are there crystals for which my original procedure would have been right?

A: Yes, when k = 0. In germanium, inversion exchanges the two atoms of the primitive cell, so their Born charges are equal. The charges must also sum to zero, because moving the whole crystal rigidly creates no polarization. Both therefore vanish, and the optical level at Gamma is unsplit.

In a polar crystal of lower symmetry, K depends on direction, and Z* and ε∞ are tensors. The field is still along n, so n·D = 0 gives it the size −4π n·P_ion/(n·ε∞·n), where P_ion is the zero-field polarization due to the displacements. In the non-analytic term, ε∞ is then replaced by n·ε∞·n, and Z*_κ n_a by v times the zero-field polarization along n per unit displacement of sublattice κ along a. The supercell still gives the zero-field modes at Gamma, but they need not form a single level, and a mode need not be purely transverse or longitudinal for a given n.

For the transverse modes there is also a lower limit on q, since I neglected retardation. That requires q to be well above ω/c. Even at our LO frequency, the higher of the two, ω/c = 2π × 780.9 cm⁻¹ ≈ 4900 cm⁻¹, or about 5 × 10⁻⁵ Å⁻¹, while the zone extends over roughly 1 Å⁻¹. There is ample room between the two, and the TO frequency we have discussed belongs to that range. The LO frequency of a cubic crystal has no such limit: its field is longitudinal and has no curl, so retardation does not change it.

Q: So my threefold level was a correct answer, but to the question of how the crystal vibrates when its average field is held at zero.

A: Yes. To get the LO frequency you must either supply the field at Gamma or approach Gamma through wavevectors that carry it.
